Magnetic translations and gauge-including PAW operators in a uniform field, part 2

An electron of charge −1 moves in a potential V(r) and a uniform magnetic field B. The problem is to make the projector augmented-wave (PAW) method follow atoms that are moved in the field. In Hartree atomic units, in the symmetric gauge and without spin, π = p + ½B×r, p = −i∇ and H = ½π² + V. The magnetic length is ℓ = B^{−1/2}.

The translation M_t is unitary, commutes with π and carries V(r) into V(r−t):

(M_t f)(r) = e^{iχ_t(r)} f(r−t).   (12)

χ_t(r) = ½ r·(t×B).   (9)

M_s M_t = e^{−(i/2) B·(s×t)} M_{s+t}.   (21)

Operators that follow the atoms under M_t are called covariant.

The atom at R has field-free all-electron waves φ_Rn, smooth partners φ̃_Rn and projectors p̃_Rn, which move with it. The field-free transformation from the pseudo function ψ̃ to the all-electron function ψ is

ψ = T_0 ψ̃, T_0 = 1 + Σ_{R,n} ( |φ_Rn⟩ − |φ̃_Rn⟩ ) ⟨p̃_Rn|.   (23)

The covariant transformation T_B dresses each wave and projector with e^{iχ_R}; undressed PAW omits these phases. With |d_Rn⟩ = |φ_Rn⟩ − |φ̃_Rn⟩,

M_t e^{iχ_R}|d_Rn⟩ = e^{−(i/2) t·(R×B)} e^{iχ_{R+t}} |d_{R+t,n}⟩.   (26)

All dressed waves and projectors of a site acquire the same constant phase.

For an operator O that is local or contains derivatives at a point, the on-site form of the pseudo observable is

Õ = O + Σ_R Σ_nm e^{iχ_R} |p̃_Rn⟩ D_R,nm ⟨p̃_Rm| e^{−iχ_R},   (30)

D_R,nm = ⟨φ_Rn|O_R|φ_Rm⟩ − ⟨φ̃_Rn|O_R|φ̃_Rm⟩, O_R = e^{−iχ_R} O e^{iχ_R}.   (31)

It assumes that the augmentation spheres do not overlap and that the dressed smooth waves are complete for ψ̃ inside them. It is not identical to the full product T_B†OT_B, and with finitely many projectors it is an approximation. O = 1 gives the overlap operator S̃, and pseudo eigenstates obey H̃ψ̃ = E S̃ψ̃. Inside the spheres, a smooth potential ṽ may replace V in the first term of (30) and the smooth part of (31).

Part (d) quoted ½B·L as the term linear in the field for an atom at the origin.

### (f) The gauge origin of each atom, and covariance

*Evaluate the kinetic momentum and the Hamiltonian that enter (31). Then find how Õ transforms under M_t.*

**Solution.** The phase adds its gradient ∇χ_R = ½R×B = −½B×R:

e^{−iχ_R} π e^{iχ_R} = p + ½B×r − ½B×R = p + ½B×(r−R).   (32)

The vector potential is now measured from the nucleus. Put ρ = r − R and square (32). Since B×ρ has no divergence, the two cross terms are equal, and ½(B×ρ)·p = ½B·(ρ×p). With L_R = ρ×p,

H_R = ½p² + V + ½B·L_R + ⅛|B×ρ|².   (33)

No trace of the distance to the coordinate origin remains. This also supplies the linear term quoted in part (d).

To find the transformation of Õ, write the first term of (31) as the matrix element of O between dressed waves. M_t is unitary, so the element is unchanged if the two waves and O are all transformed. By (26) the waves become dressed waves at R+t, and their constant phases cancel between bra and ket. Therefore D computed from O at R equals D computed from M_tOM_t† at R+t. The dressed projectors in (30) move in the same way, and their constants cancel too. Hence

M_t Õ M_t† at sites {R} = on-site form of M_t O M_t† at sites {R+t}.   (34)

No completeness was used, so (34) holds for the truncated on-site form as well. A poor projector set gives an inaccurate pseudo observable, but one whose error is unchanged when all atoms are translated together. The error still depends on their positions relative to one another. Applied to H̃ and S̃, (34) shows that if ψ̃ solves H̃ψ̃ = E S̃ψ̃, then M_tψ̃ solves the moved problem with the same E. The added smooth potential moves with its atom and changes nothing in this argument.

For magnetic shielding the relevant observable is the current density, whose field at a nucleus is the induced field. The particle current at a point a is

J(a) = ½( π|a⟩⟨a| + |a⟩⟨a|π ).   (35)

M_t commutes with π and turns |a⟩ into |a+t⟩ times a phase, which cancels. So M_t J(a) M_t† = J(a+t), and (34) applies. By (32), the on-site part contains the diamagnetic term ½B×(a−R)|a⟩⟨a|, with the nucleus as its origin.

### (g) First order in the field

*Let V_R be the nonlocal part of H̃ on site R at zero field. Find all terms of H̃ linear in B, and check that first-order energies do not depend on the coordinate origin.*

**Solution.** The smooth kinetic energy gives ½B·L with L = r×p, by (33) with R = 0. The dressed nonlocal term is expanded in χ_R:

e^{iχ_R} V_R e^{−iχ_R} = V_R + i[χ_R, V_R] + … = V_R + (i/2)(R×B)·[r, V_R] + ….   (36)

Define v_R = (1/i)[r, V_R], so that [r, V_R] = i v_R. The linear term becomes

(i/2)(R×B)·(i v_R) = −½(R×B)·v_R = ½B·(R×v_R).   (37)

In the last step −R×B = B×R, and (B×R)·v_R = B·(R×v_R). The coefficients D contribute the difference of orbital moments from (33). Together,

H̃⁽¹⁾ = ½B·{ L + Σ_R [ R×v_R + Σ_nm |p̃_Rn⟩( ⟨φ_Rn|L_R|φ_Rm⟩ − ⟨φ̃_Rn|L_R|φ̃_Rm⟩ )⟨p̃_Rm| ] }.   (38)

The overlap operator has a nonlocal part Q_R as well. The same expansion gives S̃⁽¹⁾ = ½B·Σ_R R×(1/i)[r, Q_R].

The term with v_R has a direct meaning when the overlap operator is 1. The velocity operator is then (1/i)[r, H̃⁽⁰⁾] = p + Σ_R v_R, because a nonlocal potential does not commute with position. When S̃ differs from 1, adding a constant c to the potential adds cS̃ to H̃, which changes this commutator, so it is no longer a velocity. The combination H̃ − E S̃ is free of this defect, because E changes by c as well. Let the whole system be shifted by t. In coordinates attached to the atoms, r and R become r+t and R+t, and the first-order operators change by

Δ( H̃⁽¹⁾ − E S̃⁽¹⁾ ) = ½B·{ t×(1/i)[ r, H̃⁽⁰⁾ − E S̃⁽⁰⁾ ] }.   (39)

In a bound pseudo eigenstate (H̃⁽⁰⁾ − E S̃⁽⁰⁾)ψ̃ = 0, so the expectation value of this commutator vanishes. The same holds for the matrix element between two pseudo eigenstates with the same E, so the first-order splitting of a degenerate level is origin-independent. For a nondegenerate level the statement is trivial: its zero-field pseudo state can be chosen real, the first-order operators are Hermitian and purely imaginary, and the first-order energy is zero for any origin. Without R×v_R and its partner in S̃⁽¹⁾, the operator would change by ½B·(t×p). Its expectation value vanishes in a real state. Between degenerate pseudo states, the argument above fixes only the matrix elements of the full commutator in (39), not those of p alone. Symmetry can still make the latter vanish. In a single spherical atom they vanish between states of the same angular momentum, because these have the same parity and p is odd under inversion through the nucleus.

In the numerical check, (37) agrees with a finite difference in B to a relative error of 1.5×10⁻⁸, defined as the norm of the difference of the two matrices divided by the norm of the matrix given by (37).

### (h) A well in a strong field

*A two-dimensional electron is bound by a Gaussian well 80 eV deep with standard deviation 0.5 Å. The field is perpendicular to the plane, with ℓ = 2 Å. Use one s projector and ṽ = 0. Compare dressed and undressed on-site PAW as the well is moved, and explain the difference.*

**Solution.** The field is 0.0700 atomic units, about 16,000 tesla, chosen to make the effect visible. Let φ be the zero-field ground state with energy E₀. Its smooth partner is

φ̃ = φ − 0.3 φ(0) exp(−r²/2σ²), σ = 0.4 Å.   (40)

The two differ by a Gaussian, which has no sharp edge, so the model meets the condition of agreement outside a sphere only approximately. With K = ½p² − E₀, the projector is

p̃ = Kφ̃/k, k = ⟨φ̃|K|φ̃⟩.   (41)

Then ⟨p̃|φ̃⟩ = 1. Since (H−E₀)φ = 0, the on-site coefficient of H̃ − E₀S̃ at zero field is 0 − k, and

H̃ − E₀S̃ = K − K|φ̃⟩⟨φ̃|K/k.   (42)

Acting on φ̃ this gives zero, so PAW has the correct energy E₀. K is positive because E₀ < 0, and the Cauchy–Schwarz inequality makes (42) non-negative. The smooth wave lacks 0.45 of the unit norm, so S̃ is positive as well, and no false level lies below E₀. Both calculations give E₀ = −38.539 eV.

At the origin the field raises the energy by 0.01403 eV. An s state has no orbital moment, so the leading shift is δ = B²⟨r²⟩/8, which gives the same number. The same ⟨r²⟩ fixes the orbital term of (33) between xφ and yφ. Because L_z(yφ) = −ixφ, while the other terms vanish by reflection symmetry, the element is

−(i/2)B⟨x²⟩ = −(i/4)B⟨r²⟩ = −2iδ/B.   (43)

The waves xφ and yφ are not normalised, so the element carries a squared length: its size is 2 × 0.01403/0.0700 = 0.401 eV bohr². Division by the norm ⟨x²⟩ gives B/2 = 0.95 eV between normalised waves. The element computed with dressed waves at (2, 1) Å has the same size, in agreement with (33). It does not by itself locate the gauge origin. Without the phases, the Hamiltonian about the nucleus gains the terms ½(B×R)·(p + ½B×ρ) + ⅛|B×R|², and these have no element between xφ and yφ, by parity and orthogonality. The element between φ and xφ does tell the two cases apart: it vanishes by parity with the phases, but not without them.

The energies at three positions are:

- At (0, 0) Å: all-electron −38.525 eV, dressed PAW −38.525 eV, undressed PAW −38.525 eV.
- At (1, 0.5) Å: all-electron −38.525 eV, dressed PAW −38.525 eV, undressed PAW −38.469 eV.
- At (2, 1) Å: all-electron −38.525 eV, dressed PAW −38.525 eV, undressed PAW −38.301 eV.

Measured from its value at the origin, the undressed energy has drifted by 0.056 eV at (1, 0.5) Å and by 0.224 eV at (2, 1) Å, the latter sixteen times the physical field shift.

The fault does not lie in T_0 as such. If T_0 is invertible, T_0†HT_0ψ̃ = E T_0†T_0ψ̃ is equivalent to H(T_0ψ̃) = E(T_0ψ̃), so the full product keeps the spectrum. At (2, 1) Å it gives −38.525 eV without any phases. The drift enters with the on-site form, which relies on completeness: one s projector cannot represent e^{iχ_R}φ̃, which contains p and higher waves about the nucleus.

The quadratic growth follows from symmetry. Transforming the undressed problem back to the origin with M_R† leaves ½π² unchanged and multiplies the waves and projector by e^{−iχ_R}. The position then enters through the vector q = ½R×B alone. The well is symmetric about the field axis, so the energy depends on |q|. For a nondegenerate level the expansion in q starts with q². Doubling R should multiply the drift by 4 at leading order, and the computed ratio is 3.999.

The phase can also be seen in the state. The overlap of the moved eigenstate with the true one at (2, 1) Å is 1.0000 with the phase and 0.9954 without it. For small q the deficit is ½q²⟨x²⟩. With q = ½B|R| and ⟨x²⟩ = ½⟨r²⟩ this equals B²|R|²⟨r²⟩/16 = ½δ|R|². In atomic units δ = 0.01403/27.211 = 5.156×10⁻⁴ and |R|² = 5/0.5292² = 17.85, so the deficit is 0.0046, as found.

Finally, two wells 2 Å apart are moved together by (1, 0.5) Å:

- All-electron: −39.411 eV before and after.
- Dressed PAW: −39.074 eV before and after.
- Undressed PAW: −38.995 eV before, −38.870 eV after.

Dressed PAW is covariant but not accurate here: it lies 0.337 eV above the all-electron energy at both positions. With ṽ = 0 a well acts on the tail of the neighbouring atom through its one projector alone, and a single s wave is not complete for that tail. In addition, the on-site coefficient of each atom was computed with its own well only, whereas (31) contains the whole potential. The second omission is the larger. With ṽ = 0 the neighbour's well enters the all-electron part of (31) as ⟨φ|V_neighbour|φ⟩ = −0.254 eV, and including it lowers the error to 0.08 eV. Adding only p channels (waves xφ and yφ, smooth partners xφ̃ and yφ̃, projectors xp̃ and yp̃ normalised against them) lowers it to 0.322 eV. The Gaussians of (40) hardly overlap: at a distance d = 2 Å their normalised overlap is exp(−d²/4σ²) = 0.002. The region where ṽ differs from V, however, is the whole well, and each well is still 80 exp(−2) = 10.8 eV deep at the midpoint, so the condition of non-overlapping spheres is not met. Undressed PAW adds an error that changes by 0.125 eV with the position of the pair. The phases cure this second error. They do not remove the first; the p channels and the neighbour's well in the on-site coefficients, taken together, reduce it to 0.003 eV.

Table of computed values

```
well depth                        80.0 eV
well width (Gaussian sigma)       0.50 angstrom
smoothing Gaussian sigma          0.40 angstrom
smoothing amplitude / phi(0)      0.30
grid step                         0.25 angstrom
grid points                       37 x 29
magnetic length                   2.00 angstrom
field                             0.070007 atomic units
field, converted                  16455 tesla
norm missing from smooth wave     0.4498
zero-field energy, all-electron   -38.53932 eV
zero-field energy, PAW            -38.53932 eV
field shift at origin, computed   0.01403 eV
field shift, B^2<r^2>/8           0.01403 eV
atom at (0.00, 0.00) angstrom:
  phase gradient |R x B|/2        0.00000 1/angstrom
  all-electron energy             -38.52529 eV
  gauge-including PAW energy      -38.52529 eV
  plain PAW energy                -38.52529 eV
  plain PAW drift from origin     0.00000 eV
atom at (1.00, 0.50) angstrom:
  phase gradient |R x B|/2        0.13975 1/angstrom
  all-electron energy             -38.52529 eV
  gauge-including PAW energy      -38.52529 eV
  plain PAW energy                -38.46921 eV
  plain PAW drift from origin     0.05608 eV
atom at (2.00, 1.00) angstrom:
  phase gradient |R x B|/2        0.27951 1/angstrom
  all-electron energy             -38.52529 eV
  gauge-including PAW energy      -38.52529 eV
  plain PAW energy                -38.30102 eV
  plain PAW drift from origin     0.22427 eV
drift ratio, far / near           3.9989
far atom, full T0 without phases  -38.52529 eV
overlap of moved state, phase     1.0000000
overlap of moved state, no phase  0.9954127
pair 2 angstrom apart: before, after moving by (1.00, 0.50) angstrom
  all-electron     -39.41116 eV, -39.41116 eV
  gauge-including  -39.07383 eV, -39.07383 eV
  plain PAW        -38.99482 eV, -38.87015 eV
relative covariance mismatch: with phases, without phases
  Hamiltonian      3.0e-08, 3.5e-02
  kinetic momentum 1.5e-08, 2.8e-02
  transformation   1.6e-16, 5.6e-03
composition angle, measured       0.15625 rad
composition angle, -B.(s x t)/2   0.15625 rad
orbital p element, imaginary part -0.40083 eV
orbital p element, formula        -0.40083 eV
nonlocal slope, relative error    1.5e-08
```
